Exponentially fitted Fermi-Dirac flux with exact discrete equilibrium

**What goes wrong**

A junction at zero bias should carry no current. Suppose its electron density follows Fermi-Dirac statistics, but the edge flux in a drift-diffusion solver still uses the nondegenerate relation between diffusion and mobility. If the electron densities at the two contacts differ, the solver then drives a current with no applied voltage. For the graded n⁺/n junction treated below, this false current is 1.74×10⁵ A/cm², more than the 1.47×10⁵ A/cm² caused by a real bias of 50 mV. Halving the mesh from 2 nm to 1 nm hardly changes it.

Correcting the diffusion coefficient with an ordinary average of its two end values makes the error vanish under refinement, but leaves a current on every mesh used here. A particular average removes it at the level of each edge.

**Model and signs**

Consider one parabolic conduction band, constant temperature T, and an effective density of states Nc and a band offset that do not vary in space. Let q > 0 be the elementary charge and U = kT/q. The electron density is

n = Nc F(η), η = (ψ − φ)/U.

Here ψ is the electrostatic potential with the constant offset absorbed, φ is the electron quasi-Fermi potential, and F is the Fermi-Dirac integral of order 1/2,

F(η) = (2/√π) ∫₀^∞ √t dt/[1 + exp(t − η)].

With this normalization F → exp(η) as η → −∞. The conventional electron current along an edge is

J = −qμn φ′.

Since φ = ψ − Uη, J = qμ(Un η′ − nψ′). The chain rule gives n′ = Nc F′(η)η′, so n η′ = (F/F′)n′. Therefore

J = qμ(U g n′ − nψ′), g(η) = F(η)/F′(η).

The factor g is the diffusion enhancement: the diffusion coefficient is μU g. In the nondegenerate limit g = 1. For large η the leading form F ≈ 4η^(3/2)/(3√π) gives g ≈ 2η/3.

**The edge flux**

Let an edge of length h run from K to L, with constant mobility and linear ψ. Write δψ = ψ_L − ψ_K, and similarly for δη and δφ. Replace g(η) on this edge by one number g_KL, still to be chosen, and put

x = δψ/(U g_KL), y = position/h.

With the scaled current i = Jh/(qμU), which has the unit of density, the flux equation becomes

i = g_KL(dn/dy − x n).

Steady current is constant along the edge. The general solution is

n(y) = C exp(xy) − i/(g_KL x),

as substitution confirms. At the ends,

n_K = C − i/(g_KL x), n_L = C eˣ − i/(g_KL x).

Subtracting eˣ times the first from the second eliminates C:

n_L − eˣn_K = i(eˣ − 1)/(g_KL x).

Define B(x) = x/(eˣ − 1), with B(0) = 1. Then B(−x) = eˣB(x), and

J_KL = (qμU/h) g_KL [B(x)n_L − B(−x)n_K]. (1)

**Which average gives equilibrium**

At constant φ, δψ = Uδη. For (1) to vanish we need n_L = eˣn_K, because B(x) > 0. Hence

δη/g_KL = ln(n_L/n_K),

and for δη ≠ 0 this fixes the positive value

g_KL = δη/ln(n_L/n_K). (2)

No other positive edge value gives zero. Since F increases with η, numerator and denominator have the same sign. For δη → 0 the limit is g(η).

Equation (2) is an average of the enhancement. From d(ln F)/dη = F′/F = 1/g,

1/g_KL = (1/δη) ∫ from η_K to η_L dη/g(η).

It is thus the harmonic mean over η. Because dη = g d(ln n), it is equally the arithmetic mean of g over ln n. It also amounts to replacing F on the edge by the exponential A exp(η/g_KL) that passes through both end values.

As a numerical test, 2000 random edges had end values of η between −6 and 8. The harmonic mean was found by quadrature instead of from (2), and inserted in (1) at constant φ. The largest ratio of net flux to one of its two opposing parts was 8.3×10⁻¹⁵, which is the size of rounding error.

**A form that is zero in floating-point arithmetic**

Equation (1) subtracts two nearly equal numbers close to equilibrium. To perform that subtraction analytically, let λ = ln(n_L/n_K) and write

B(x) = (x/2)e^(−x/2)/sinh(x/2), B(−x) = (x/2)e^(x/2)/sinh(x/2),
n_L = √(n_K n_L) e^(λ/2), n_K = √(n_K n_L) e^(−λ/2).

The bracket in (1) becomes

√(n_K n_L) [(x/2)/sinh(x/2)] · 2 sinh[(λ − x)/2].

By (2), λ = δη/g_KL, so λ − x = (Uδη − δψ)/(U g_KL) = −δφ/(U g_KL). Therefore

J_KL = −(qμU/h) g_KL √(n_K n_L) [(x/2)/sinh(x/2)] · 2 sinh[δφ/(2U g_KL)]. (3)

When the stored values of φ are equal, the last factor is zero and so is the computed flux, provided the other factors are finite. In (1), the zero holds in exact arithmetic but can be lost to rounding.

**Pseudocode**

For each node:
  η = (ψ − φ)/U
  f = F(η); ℓ = ln f; n = Nc f

For each edge K→L:
  b = η_L − η_K; d = (φ_L − φ_K)/U; a = (ψ_L − ψ_K)/U
  if |b| < 10⁻⁴: g = F/F′ at (η_K + η_L)/2
  else: g = b/(ℓ_L − ℓ_K)
  z = a/(2g)
  r = 1 if z is near 0, else z/sinh(z)
  J = −(qμU/h) g √(n_K n_L) r · 2 sinh[d/(2g)]
  add (face area)·J to the balance of K; subtract it from that of L

With recombination rate R, the balance for cell K is

q V_K dn_K/dt = Σ_L A_KL J_KL − q V_K R_K,

where V_K is the cell volume and A_KL the face area. Poisson's equation is εψ″ = q(n − D) for donor density D. Newton's method must differentiate g_KL too. For b ≠ 0,

∂g_KL/∂η_L = (g_KL/b)[1 − g_KL/g(η_L)],
∂g_KL/∂η_K = −(g_KL/b)[1 − g_KL/g(η_K)].

Both tend to g′/2 as b → 0.

F and its logarithm are evaluated once per node and shared by all edges that meet there. Each edge then needs a fixed number of elementary functions, plus one evaluation of F and F′ if it takes the midpoint branch, so assembly costs O(nodes + edges). In one dimension the coupled matrix has 2×2 blocks on three diagonals, and a banded solve costs O(nodes) per Newton step.

**Stability**

In (3) every factor before the last is positive, so J_KL δφ ≤ 0. The electrical power per face area, −J_KL δφ, is never negative.

Define an edge density n_e by J_KL = −qμn_e δφ/h. In the exponential model of the edge, φ′ = −J/(qμn), and integration gives

δφ = −[J_KL h/(qμ)] ∫₀¹ dy/n(y).

Thus n_e is the harmonic mean of n(y) along the edge. The profile C exp(xy) + constant is monotone, so n_e lies between n_K and n_L and is positive. At δφ = 0 it is defined by its limit.

In steady state without recombination, the balance at an interior node reads

Σ_L (A_KL μ n_e/h)(φ_L − φ_K) = 0.

Each φ_K is a weighted mean of its neighbours with positive weights. On a connected mesh, φ therefore stays between its contact values. With equal contact values, constant φ is the only steady solution for φ. This property of a solution does not guarantee that Newton's method will find it from any starting point.

**Limits and accuracy**

For g_KL = 1, (1) is the usual Boltzmann flux. At zero field x = 0, and it becomes (qμU/h)g_KL(n_L − n_K). For fixed end densities and δψ → +∞, B(x) → 0 and B(−x) → x, so J_KL → −qμn_K δψ/h. Electrons drift towards higher ψ, and K is the upstream node. For δψ → −∞, n_L takes its place.

Away from equilibrium the flux is approximate, because the real g varies along the edge. Let a = δψ/U, b = δη, d = a − b = δφ/U, and let j = Jh/(qμU Nc). Take F, g and their derivatives at the midpoint of η, with a and b small and of the same order.

For the scheme, the three factors of (3) expand as

(x/2)/sinh(x/2) ≈ 1 − a²/(24g²),
2g_KL sinh[d/(2g_KL)] ≈ d[1 + d²/(24g²)],
√(F_K F_L) ≈ F[1 + (b²/8)(ln F)″] = F[1 − g′b²/(8g²)].

Since d² − a² = b² − 2ab,

j_scheme ≈ −dF[1 + (b² − 2ab − 3g′b²)/(24g²)].

The exact flux for linear ψ obeys dη/dy = r(η), with r = a + j/F. Hence ∫dη/r = 1 over the edge. The midpoint expansion is

b[1/r + (b²/24)(1/r)″] = 1.

To leading order r = b and j/F = −d. Using (1/F)′ = −1/(gF), we find r′ = d/g and r″ = −d(1 + g′)/g². Thus

(1/r)″ = 2r′²/r³ − r″/r² = 2d²/(g²b³) + d(1 + g′)/(g²b²),
r ≈ b + (b⁴/24)(1/r)″ = b + [2d²b + d(1 + g′)b²]/(24g²).

Now j = F(r − a), and 2db = 2ab − 2b², so

j_exact ≈ −dF[1 + (b² − 2ab − g′b²)/(24g²)].

The relative flux error is therefore

j_scheme/j_exact − 1 ≈ −(g′/12)(δη/g)². (4)

It is second order in the edge step of η, and while a remains small its leading term does not depend on the size of the current. In strong fields (4) no longer applies, and the error falls as both fluxes approach the upstream drift value. At midpoint η = 2, the pairs (a, b) = (0.2, 0.1), (−0.1, 0.1), (0, 0.1) and (0.1, −0.15) gave measured errors between 0.9990 and 0.9999 times this prediction.

A coarse edge shows the size. Take η_K = 3, η_L = 1 and δφ/U = −1. Then F_K = 4.488 and F_L = 1.576, so

g_KL = −2/ln(1.576/4.488) = 1.911,
x = (−2 − 1)/1.911 = −1.570,
j = 1.911(1.982×1.576 − 0.4124×4.488) = 2.43.

The exact value is 2.522, so the scheme is 3.6% low. With g = 1.928 and g′ = 0.449 at η = 2, (4) predicts 4.0%, although the step is no longer small. Conversely, (4) allows a step of about 1 in η for a 1% flux error near η = 2.

**Failure modes**

*The wrong average.* Let g_A = (g_K + g_L)/2. Its expansion is g_A ≈ g + b²g″/8. From the harmonic mean,

1/g_KL ≈ 1/g + (b²/24)(2g′²/g³ − g″/g²),
g_KL ≈ g + (b²/24)(g″ − 2g′²/g).

The difference is g_A − g_KL ≈ (b²/12)(g″ + g′²/g). At constant φ, using g_A in (1) gives x = b/g_A while λ = b/g_KL. The leading flux is gF(λ − x), or

j_false ≈ F b³(g″ + g′²/g)/(12g).

At η = 2 and b = 0.1, the measured value was 0.9997 times this result. Dividing by h gives a false current density of order h² for a smooth profile.

*Nondegenerate diffusion with degenerate densities.* If g = 1 is used in (1), zero edge flux requires δψ/U = λ, hence δφ/U = λ − δη. Summing this over a device gives a false voltage that depends on the contact states and not on the mesh.

*Inconsistent functions.* If densities come from one approximation to F and g_KL from another, (2) no longer matches the density ratio. Any positive, increasing approximation preserves equilibrium if the same nodal values enter both.

*Loss of digits and overflow.* The quotient (2) needs its midpoint branch for small δη. In (3), large arguments can overflow sinh. Since x − λ = δφ/(U g_KL), the bracket in (1) can instead be written as

−B(x)n_L {exp[δφ/(U g_KL)] − 1} for δφ ≤ 0,
B(−x)n_K {exp[−δφ/(U g_KL)] − 1} for δφ > 0.

A function that evaluates eᵘ − 1 accurately keeps the floating-point zero.

*Other physics.* A varying Nc or band offset needs extra driving terms. With a temperature gradient, constant φ no longer means zero current.

**A graded junction**

The example is 200 nm long at 300 K. Doping falls smoothly from 2×10²⁰ to 10¹⁸ cm⁻³, centred at 80 nm with a grading parameter of 10 nm. The mobility is 200 cm²/Vs throughout, and Nc = 2.82×10¹⁹ cm⁻³. Ideal neutral contacts set η = 4.265 and −3.326, where g = 3.13 and 1.01. The left contact is held 50 mV above the right one, so J is positive.

On meshes of 4, 2, 1 and 0.5 nm, the current errors are 1.4×10⁻³, 3.5×10⁻⁴, 8.8×10⁻⁵ and 2.2×10⁻⁵, relative to an independent collocation solution with J = 1.468×10⁵ A/cm². The last two differ by a factor of 4.00, as expected for second order. All four errors are positive. Since g rises with η here, (4) alone would make the edges conduct too little. The errors from Poisson's equation and from linear ψ on each edge must therefore outweigh it; their separate shares were not computed.

At zero bias on the 2 nm mesh, Newton's method started from φ disturbed by up to 0.5U, or 13 mV. It returned to constant φ within 2×10⁻¹⁶ V. Form (1) then left at most 1.3×10⁻⁶ A/cm². Form (3), evaluated with the computed ψ and with φ set exactly to zero, gave 0; rounding differences left in φ would give it a tiny current too, about 6×10⁻⁶ A/cm² if 2×10⁻¹⁶ V fell across one 2 nm edge on the high side. With the mesh, doping and contacts unchanged, the arithmetic average gave −1170 A/cm², which is 0.8% of the current at 50 mV. It fell to −293 and −73 A/cm² at 1 and 0.5 nm.

For g = 1, the false driving voltage is

25.852 mV × [4.2648 + 3.3255 − ln(200)] = 59.25 mV.

Scaling the biased current by 59.25/50 gives 1.74×10⁵ A/cm², in agreement with the false current found on both meshes.

**Beside real silicon**

The parameters are rough values in the regime of heavily doped silicon, with the high doping near the upper end of practical use. The constant mobility is a clear simplification: rough values of 80 and 250 cm²/Vs on the high and low sides raise J by 22%, a change set mainly by the low-side value. An isolated 45 meV donor would be only 76% ionized on the low side. Binding weakens at such doping, so this probably overstates the carrier loss. On the high side, nonparabolicity adds about 10% to the density at given η, and an unscreened exchange estimate lowers the electron energy at the Fermi level by 39 meV; screening weakens the exchange term itself but adds a correlation (Coulomb-hole) lowering, so 39 meV is not an upper bound. A zero-temperature random-phase estimate for six isotropic valleys gives a total near 55 meV. The effect of that shift on J was not computed. The mean free path, about 7 nm in a nondegenerate estimate, is not small beside the 10 nm grading parameter, so local transport is doubtful in the transition itself. Other effects are smaller: the drift velocity is about 9% of rough saturation, the density-gradient correction is at most about 1 meV for an averaged mass of 0.26 electron masses (1.4 meV for the light transverse mass of 0.19), and Joule heat alone gives a temperature difference across the layer of at most about 0.15 K for a contact held at fixed temperature and a thermal conductivity of 1 W/cmK. Peltier heat is released as electrons pass into the n⁺ side, about 0.12 to 0.14 V times J depending on the scattering law. It raises the difference to roughly 0.25 to 0.3 K, which is still small. Heating of the surroundings, which must carry away about 7 kW/cm², is not included and can be much larger. The band bending of 0.25 eV is well below the gap of about 1.1 eV, which leaves no interband tunnelling path within the layer. The ideal contacts are also a strong simplification. The whole layer has a resistance of only 0.050 V/(1.468×10⁵ A/cm²) = 3.4×10⁻⁷ Ω cm², and a metal contact on the low-doped side could easily exceed it. The computed J therefore describes the interior layer, not a complete device. The numerical output follows.

Numbers as computed

```
Edge: eta_K, eta_L, dphi/U = 3.0, 1.0, -1.0
Edge: F(eta_K), F(eta_L) = 4.48755, 1.57564
Edge: g(eta_K), g(eta_L), g_KL = 2.42114, 1.53413, 1.91087
Edge: x = dpsi/(U g_KL) = -1.56997
Edge: scaled flux, scheme and exact = 2.43197, 2.52215
Edge: relative flux error = -3.576 %
Random edges: largest net/gross flux at constant phi = 8.3e-15
At eta=2: g, g', g'' = 1.92838, 0.44932, 0.09886
Flux error, measured/predicted = 0.9994, 0.9993, 0.9999, 0.9990
Arithmetic-average spurious flux, measured/predicted = 0.9997
Temperature = 300 K, kT/q = 25.852 mV
DOS mass = 1.08 m_e, Nc = 2.816e+19 cm^-3, eps_r = 11.7
Doping high, low = 2.0e+20, 1.0e+18 cm^-3
Length, junction centre, grading = 200, 80, 10 nm
Mobility = 200 cm^2/Vs, bias = 50 mV
Contact eta: high, low = 4.2648, -3.3255
Contact g: high, low = 3.1341, 1.0125
Mesh 4.0 nm: J = 1.47001e+05 A/cm^2, relative error 1.40e-03
Mesh 2.0 nm: J = 1.46847e+05 A/cm^2, relative error 3.52e-04
Mesh 1.0 nm: J = 1.46809e+05 A/cm^2, relative error 8.82e-05
Mesh 0.5 nm: J = 1.46799e+05 A/cm^2, relative error 2.21e-05
Collocation reference: J = 1.46796e+05 A/cm^2
Error ratio of last two meshes = 3.998
Zero bias, 2 nm: largest |phi| = 1.8e-16 V
Zero bias, 2 nm: Bernoulli-form largest |J| = 1.3e-06 A/cm^2
Zero bias, 2 nm: hyperbolic-form largest |J| = 0.0 A/cm^2
Zero bias, arithmetic g, 2.0 nm: J = -1.1686e+03 A/cm^2
Zero bias, arithmetic g, 1.0 nm: J = -2.9313e+02 A/cm^2
Zero bias, arithmetic g, 0.5 nm: J = -7.3344e+01 A/cm^2
Zero bias, g=1, 2.0 nm: J = 1.7390e+05 A/cm^2
Zero bias, g=1, 1.0 nm: J = 1.7386e+05 A/cm^2
False driving voltage for g=1 = 59.25 mV
Rough mobilities high, low doping = 80, 250 cm^2/Vs
Doping-dependent mobility changes J by 22.4 %
Largest mu*|dphi/dx| = 9.16e+05 cm/s; rough saturation 1e+07 cm/s
Ionized fraction, low side, isolated 45 meV donor = 0.762
Nonparabolic/parabolic density, high side (0.5/eV) = 1.105
Unscreened exchange shift, high side = 39.0 meV
Largest density-gradient correction (mass 0.26 m_e) = 1.011 meV
Thermal mean free path = 6.77 nm
Self-heating bound (1 W/cmK) = 0.147 K
Band bending = 0.2462 eV; rough gap = 1.1 eV
Peak electrostatic field = 0.0855 MV/cm
```
